# Why the collisionless sinusoidal rf sheath has the coefficient 200/243, part 2

A CO⁺ sheath carries 0.515 mA/cm² of ion current at a mean voltage of 400 V. It is 4.37 mm thick if steady and free of electrons, but reaches 6.14 mm with a sinusoidal current at 13.56 MHz. The aim is to explain this ratio and find the coefficient $K$ in

$$J_i=K\,\varepsilon_0\left(\frac{2e}{M}\right)^{1/2}\frac{V^{3/2}}{s^2}. \tag{1}$$

Here $J_i$ is the ion current density, $M$ the ion mass, $V$ the mean voltage and $s$ the thickness (for rf, the maximum $s_m$).

Ions enter at $x=0$ with density $n_s$ and the Bohm speed $u_B=(eT/M)^{1/2}$, and do not collide. Lengths are in edge Debye lengths $\lambda_D$, speeds in $u_B$, potentials in the electron temperature $T$ (volts), and fields in $T/\lambda_D$. The ion speed is $w$, the mean potential drop is $\eta=(w^2-1)/2$, and $N$ is the ion charge per unit area between the edge and $x$, in units of $en_s\lambda_D$, so $dx=w\,dN$. The subscript $m$ marks the electrode, and $L$ is the scaled thickness:

$$K=\frac{L^2}{\sqrt2\,\eta_m^{3/2}}=\frac{2L^2}{(w_m^2-1)^{3/2}}. \tag{5}$$

The steady, electron-free sheath has $E^2/2=w-1$ and

$$K_{\rm dc}=\frac49\,\frac{(w_m-1)(w_m+2)^2}{(w_m^2-1)^{3/2}}, \tag{7}$$

$$K_{\rm dc}\simeq\frac49\left(1+\frac3{w_m}\right). \tag{8}$$

In the rf sheath, ions feel only the mean field $\langle E\rangle$. Electrons fill the sheath up to a sharp moving edge. At phase $\theta=\omega t$ they cover the ion charge $c=A(1-\cos\theta)$; beyond the edge the field is $N-c$. Here $A=s_0/\lambda_D$ and $s_0=J_1/(en_s\omega)$, with $J_1$ the rf current amplitude. The edge passes $x$ outward at phase $\phi$ and touches the electrode at $\phi=\pi$:

$$N=A(1-\cos\phi),\qquad 0\le\phi\le\pi. \tag{15}$$

Electrons are absent at $x$ for a fraction $\phi/\pi$ of the cycle. From $dw=\langle E\rangle\,dN=\frac{A^2}{\pi}\left(\sin^2\phi-\phi\sin\phi\cos\phi\right)d\phi$ come

$$w=1+\frac{A^2}{\pi}g(\phi),\qquad g=\frac\phi2+\frac{\phi\cos2\phi}{4}-\frac{3\sin2\phi}{8}, \tag{17}$$

$$w_m=1+\frac{3A^2}{4}. \tag{18}$$

For comparison, a square-wave current gives $K\to3/4$ at high voltage.

### Position and maximum thickness

Position follows from $dx=w\,A\sin\phi\,d\phi$:

$$x=A(1-\cos\phi)+\frac{A^3}{\pi}G(\phi),\qquad G=\int_0^\phi g\sin\phi'\,d\phi'. \tag{19}$$

To integrate, use

$$\cos2\phi\sin\phi=\frac{\sin3\phi-\sin\phi}{2},\qquad
\sin2\phi\sin\phi=\frac{\cos\phi-\cos3\phi}{2}.$$

The coefficient of $\phi\sin\phi$ is then $\tfrac12-\tfrac18=\tfrac38$, and

$$g\sin\phi=\frac38\phi\sin\phi+\frac18\phi\sin3\phi-\frac3{16}(\cos\phi-\cos3\phi).$$

The integrals of the first two terms are

$$\int_0^\phi\phi'\sin\phi'\,d\phi'=\sin\phi-\phi\cos\phi,$$

$$\int_0^\phi\phi'\sin3\phi'\,d\phi'=\frac{\sin3\phi}{9}-\frac{\phi\cos3\phi}{3}.$$

Collecting the sine terms, with $\tfrac38-\tfrac3{16}=\tfrac3{16}$ and $\tfrac1{72}+\tfrac1{16}=\tfrac{11}{144}$, gives

$$G=\frac{3}{16}\sin\phi+\frac{11}{144}\sin3\phi-\frac38\phi\cos\phi-\frac1{24}\phi\cos3\phi. \tag{20}$$

At $\phi=\pi$ the sines vanish and both cosines equal $-1$. Thus $G(\pi)=3\pi/8+\pi/24=5\pi/12$, and

$$L=2A+\frac{5A^3}{12}. \tag{21}$$

The first term is the thickness for uniform ion density. The second appears because accelerated ions are spread thinly, so the electron edge must travel farther to cover the same charge.

The profile was tested against direct integration in $x$, in which the instantaneous field was averaged over sampled phases. For $A^2/\pi=1$, 6 and 50, the speeds agreed within 0.02% at all computed points, and the positions within 0.02% of the full thickness.

### The coefficient

Equation (18) gives $A^2=4(w_m-1)/3$. Substituting this in the bracket of (21),

$$L=A\left(2+\frac{5A^2}{12}\right)=A\left(2+\frac{5(w_m-1)}9\right)=A\,\frac{5w_m+13}{9}.$$

Squaring, and replacing the remaining $A^2$,

$$L^2=\frac{4}{243}(w_m-1)(5w_m+13)^2 .$$

The general expression for $K$ then becomes

$$K_{\rm rf}=\frac{8}{243}\,\frac{(w_m-1)(5w_m+13)^2}{(w_m^2-1)^{3/2}}. \tag{22}$$

For $w_m\gg1$ the fraction tends to 25, and

$$K_{\rm rf}\to\frac{8\cdot25}{243}=\frac{200}{243}=0.823. \tag{23}$$

Direct integration at $A\approx177$ gives 0.8232.

The leading correction follows as it did for the steady sheath. The square contributes $2\times13/(5w_m)=26/(5w_m)$, and the remaining factors contribute $-1/w_m$. Hence

$$K_{\rm rf}\simeq\frac{200}{243}\left(1+\frac{21}{5w_m}\right). \tag{24}$$

This is a slow approach. Equation (22) gives $K_{\rm rf}=1.08$ at $V/T=100$ and 0.902 at $V/T=1000$. Even at $V/T=10^4$ it is 0.848, still 3% above the limit. The number 200/243 is therefore a high-voltage limit, and at a few hundred volts equation (22) is the better choice within the same model. It is not the whole first correction for a real sheath, because the thermal spread of the electrons enters at the same order in $1/w_m$. In the steady sheath, for example, a Boltzmann electron density $e^{-\eta}$ changes $E^2/2=w-1$ into $E^2/2=w-2+e^{-\eta}$, and this doubles the correction in (8) from $3/w_m$ to $6/w_m$.

### Comparison with the steady sheath

Divide (22) by (7). The factors $(w_m-1)$ and $(w_m^2-1)^{3/2}$ cancel. The numerical factor is $(8/243)(9/4)=2/27$, and taking 25 out of the square gives

$$\frac{K_{\rm rf}}{K_{\rm dc}}=\frac{50}{27}\left(\frac{w_m+13/5}{w_m+2}\right)^2. \tag{25}$$

At equal ion current and mean voltage, the thickness ratio is the square root:

$$\frac{s_m}{s_{\rm dc}}=\sqrt{\frac{50}{27}}\;\frac{w_m+13/5}{w_m+2}\;\longrightarrow\;1.361. \tag{26}$$

At a given voltage the ratio lies closer to its limit than either coefficient does. All three corrections fall as $1/w_m$, but the one in the ratio is only $0.6/w_m$, because most of the effect of the finite entry speed cancels.

Part 1 showed why the ratio exceeds one: the mean charge density is the ion density times $\phi/\pi$, so the mean field at a given ion speed is weaker. The field at the electrode makes this visible. For a given $w_m$, the steady sheath has the wall field $\sqrt{2(w_m-1)}$. The rf sheath has the mean wall field $A=\sqrt{4(w_m-1)/3}$, smaller by the factor $\sqrt{2/3}=0.816$. The same voltage is supported by a weaker field over a longer distance.

### Which voltage is meant

The coefficient changes if the peak voltage is used instead of the mean. The voltage is greatest at $\theta=0$, when no ion charge is covered and $E=N$. Its scaled value is $\eta_p=\int N\,dx=\int Nw\,dN$. For large $A$, the initial speed in $w$ can be dropped, so

$$\eta_p\to\frac{A^4}{\pi}I,\qquad I=\int_0^\pi(1-\cos\phi)\,g\,\sin\phi\,d\phi .$$

Because $(1-\cos\phi)\sin\phi$ is the derivative of $(1-\cos\phi)^2/2$, integration by parts gives

$$I=2g(\pi)-\frac12\int_0^\pi(1-\cos\phi)^2(\sin^2\phi-\phi\sin\phi\cos\phi)\,d\phi .$$

Expand $(1-\cos\phi)^2=1-2\cos\phi+\cos^2\phi$. The terms with $\sin^2\phi$ give $\pi/2+0+\pi/8=5\pi/8$. For the others, integration by parts gives

$$\int_0^\pi\phi\sin\phi\,(\cos\phi,\;\cos^2\phi,\;\cos^3\phi)\,d\phi
=\left(-\frac\pi4,\;\frac\pi3,\;-\frac{5\pi}{32}\right).$$

Their combination is $-\pi/4-2\pi/3-5\pi/32=-103\pi/96$. It enters with a minus sign, so the remaining integral is $5\pi/8+103\pi/96=163\pi/96$. With $2g(\pi)=3\pi/2$,

$$I=\frac{3\pi}{2}-\frac{163\pi}{192}=\frac{125\pi}{192}.$$

The mean drop tends to $w_m^2/2=9A^4/32=54A^4/192$. Therefore

$$\frac{V}{V_{\rm peak}}\to\frac{54}{125}=0.432. \tag{27}$$

Written with the peak voltage, the limiting coefficient is $0.823\times0.432^{3/2}=0.234$. The physics is unchanged; 200/243 belongs to the mean voltage and the maximum thickness.

### The CO⁺ sheath in numbers

The example has a mean voltage of 400 V, an electron temperature of 3 eV, an edge density of $10^{10}$ cm⁻³ and a frequency of 13.56 MHz. For an ion mass of 28.01 u, the Debye length is 0.1288 mm and the Bohm speed is 3.215 km/s. The ion current density is $en_su_B=0.515$ mA/cm².

The scaled voltage is $400/3=133.3$, so

$$w_m=\sqrt{1+2\times133.3}=16.36,\qquad A=\sqrt{\tfrac43\times15.36}=4.53 .$$

The thickness follows from (21):

$$L=2(4.526)+\frac{5(4.526)^3}{12}=9.05+38.63=47.7,$$

and $s_m=47.7\times0.1288\ \text{mm}=6.14\ \text{mm}$, or 0.614 cm. The required rf current amplitude is $en_s\omega s_0=7.95$ mA/cm², with $s_0=0.583$ mm. It is about 15 times the ion current, so over most of the cycle the ion current matters little to the motion of the edge. This comparison does not cover the electrons that reach the electrode. Their current has the same cycle average as the ion current, but it flows in a short burst near $\theta=\pi$, when the sheath voltage is lowest and the rf current passes through zero. The model omits that burst.

At this voltage (22) gives $K_{\rm rf}=1.04$, not 0.823. The limiting law would predict 5.45 mm, which is 11% below the finite-voltage thickness. For the steady sheath, the $4/9$ law gives 4.01 mm, and (7) gives 4.37 mm. The ratio from the opening, $6.14/4.37=1.41$, thus consists of the limiting factor 1.361 and the finite-voltage factor $(16.36+2.6)/(16.36+2)=1.033$.

The peak voltage is 942 V. The peak field at the electrode is $2AT/\lambda_D=2.11$ kV/cm.

### How well the ions average the field

One assumption that needs checking at this frequency is that ions feel the mean field alone. Because $dN$ is the ion transit time in units of $\lambda_D/u_B$, the whole passage takes $2A\lambda_D/u_B=2s_0/u_B$. Here that is 4.9 rf periods, which is more than one but not very many.

To size the effect, ions entering at 160 evenly spaced phases were followed through the oscillating field of the model, with its ion density held fixed. Their mean energy at the electrode was 408 eV. The mean-field value is 401.5 eV, which includes the 1.5 eV of the Bohm speed. The mean is therefore in error by less than 2%, but the energies range from 338 to 468 eV. This width of 131 eV is 33% of the mean-field energy. When the ratio of the rf frequency to the edge ion plasma frequency was raised tenfold at the same $A$, the width fell to 13 eV. The mean-field model can thus give a useful mean energy while missing the energy distribution. These trajectories do not show how much the thickness would change, since the ion density was not recalculated.

### The model beside a real etching plasma

The chosen voltage, density and frequency lie in the rough range of a capacitive etcher, and CO is used in some etching gas mixtures. The gas pressure assumed below, 2 mTorr, is lower than in many such reactors. A real CO discharge may also contain fragment ions and negative ions, which the model omits. At fixed $n_s$, $T$ and $V$, the ion mass does not affect $s_m$ in this model, but the ion current varies as $M^{-1/2}$. A real reactor also breaks the assumption of a purely sinusoidal current, because the nonlinear sheath produces harmonics. The square wave is one example of how the waveform matters: in the high-voltage limit it lowers $K$ from 0.823 to 0.75, by 9%, and the thickness at given $J_i$ and $V$ by 4.5%. It sets no bound on the effect of the harmonics in a real reactor.

Collisions are the next concern. At 2 mTorr and 300 K, a rough ion-neutral cross-section of $5\times10^{-15}$ cm² gives a mean free path of 31 mm, so about 18% of the ions collide in the sheath. At given flux, slowed ions have a higher density, which should make the sheath thinner; the shift was not calculated. The mean free path varies inversely with pressure, so with the same cross-section it shrinks to $s_m$ at about 10 mTorr. Many capacitive etchers run at or above this pressure, and there the collisionless law loses its basis.

The electrons are idealized in three ways. First, their current must balance the ion current over a cycle. If $V(t)$ is the voltage of the model and $V_0$ an added constant voltage, a Maxwellian electron flux requires

$$\frac{v_e}{4}\,e^{-V_0/T}\left\langle e^{-V(t)/T}\right\rangle=u_B,\qquad v_e=\left(\frac{8eT}{\pi m_e}\right)^{1/2},$$

where $m_e$ is the electron mass. With $V(t)$ left unchanged, this gives a first estimate of $V_0=7.0$ V, or 1.8% of the mean voltage. A voltage of this size does not call for a layer that electrons never cover. Maxwellian electrons have the density $n_se^{-U/T}$ at a drop $U$ below the plasma edge, so to neutralize the ion density $n_s/w_m$ at the electrode they must already sit at $U=T\ln w_m=8.4$ V. The sharp-edge model sets this drop inside the electron-filled region to zero. Since $V_0$ is smaller than 8.4 V, electrons do reach the electrode near $\theta=\pi$, as assumed in (21). The value of $V_0$ is only a rough estimate, and these drops of a few volts, with their effect on $s_m$ and on the rf current at fixed mean voltage, are not included in the numbers above.

Second, the electron edge is not sharp. A Debye length evaluated with the ion density at the electrode is 0.085 of $s_m$. Near the plasma, where $s_0$ sets the scale of the edge motion, the edge Debye length is $1/A=0.22$ of $s_0$. These are ratios of lengths and not computed errors in $s_m$. Third, electron inertia is neglected. The rf frequency is 0.015 of the edge electron plasma frequency, so this condition is well met at the plasma edge. Deeper in the sheath it is less secure. With the ion density at the electrode the ratio is 0.061, and the edge speed $\omega\lambda_D\,dx/d\phi$ reaches $3.9\times10^5$ m/s, about half of $(eT/m_e)^{1/2}=7.3\times10^5$ m/s.

The values for this sheath and for the limiting cases are collected in the numerical output below.

## Calculated quantities

```
Exact rf coefficient: 200/243 = 0.8230
Direct integration, very high voltage, rf: 0.8232
Direct integration, electrons excluded: 0.4445
Direct integration, square-wave current: 0.7502
Limit of mean/peak voltage: 0.4320
Limit coefficient with peak voltage: 0.2337
Limit thickness ratio rf/dc: 1.3608
V/T = 10: K_rf = 1.7007, K_dc = 0.7714, ratio = 2.2048
V/T = 100: K_rf = 1.0793, K_dc = 0.5419, ratio = 1.9918
V/T = 1000: K_rf = 0.9016, K_dc = 0.4746, ratio = 1.8997
V/T = 10000: K_rf = 0.8476, K_dc = 0.4539, ratio = 1.8674
Input mean voltage: 400 V
Input electron temperature: 3.0 eV
Input edge density: 1.0e+10 cm^-3
Input frequency: 13.56 MHz
Input CO+ mass: 28.01 u
Input gas pressure: 2.0 mTorr
Input gas temperature: 300 K
Input rough cross-section: 5.0e-15 cm^2
Edge Debye length: 0.1288 mm
Bohm speed: 3.215 km/s
Scaled ion speed at electrode w_m: 16.361
Scaled rf amplitude A: 4.526
Length s0: 0.583 mm
Rf current amplitude: 7.95 mA/cm^2
Ion current density: 0.5150 mA/cm^2
Maximum thickness: 6.138 mm = 0.6138 cm
Finite-voltage coefficient K_rf: 1.0437
Finite-voltage coefficient K_dc: 0.5285
Thickness from 200/243 law: 5.451 mm
Shortfall of 200/243 thickness: 11.2 %
Dc thickness from 4/9 law: 4.005 mm
Dc thickness with Bohm-speed entry: 4.368 mm
Thickness ratio rf/dc, Bohm-speed entry: 1.4053
Peak sheath voltage: 942.1 V
Peak electrode field: 2.109 kV/cm
Rf / edge ion plasma frequency: 3.41
Ion transit time: 4.92 rf periods
Mean-field ion energy: 401.5 eV
Mean ion energy in oscillating field: 407.9 eV
Ion energy range: 338 to 468 eV
Ion energy width: 130.8 eV
Energy width at ten times the frequency ratio, same A: 13.0 eV
Ion mean free path: 31.1 mm
Ions colliding in the sheath: 18 %
Extra voltage for electron current balance: 7.0 V
Debye length at electrode ion density / s_m: 0.085
Rf / edge electron plasma frequency: 0.0151
```
